# Tolman's theorem and the curvature of Arrhenius plots: a program that tests the result

```python
"""Tolman's theorem in classical transition-state theory.

Result under test, with beta = 1/(kB T) and k the rate constant:
  E_a = -d ln k / d beta = <H>_reacting - <H>_all
  d^2 ln k / d beta^2    = Var_reacting(H) - Var_all(H)
'reacting': Boltzmann ensemble weighted by the one-way flux through s = 0.
'all'     : Boltzmann ensemble of reactants, s < 0.
Model: s is the reaction coordinate, y the transverse coordinate.
  gate = depth of a narrow low passage in the barrier
  trap = depth of a narrow site in the reactant valley
Units: eV, angstrom, fs, atomic mass unit u, kelvin.
"""
import numpy as np
from scipy import constants
from scipy.integrate import dblquad, quad

KB = constants.k / constants.e
# (angstrom/fs)^2 corresponding to one eV/u
SPEED2 = constants.e / constants.atomic_mass * 1e-10

MASS = 100.0          # u
WELL_S = 1.0          # angstrom, reactant valley lies at s = -WELL_S
STIFF_Y = 0.20        # eV/angstrom^2
BARRIER = 0.60        # eV, broad gate
GATE_Y = 1.5          # angstrom, position of the narrow gate
WIDTH = 0.08          # angstrom, width of narrow gate and of trap
MODELS = {"plain": (0.0, 0.0), "gate": (0.40, 0.0), "trap": (0.0, 0.30)}
TEMPERATURES = (300.0, 600.0, 900.0, 1200.0, 1500.0)
T_MID = 900.0


def potential(s, y, gate, trap):
    profile = (1.0 - (s / WELL_S) ** 2) ** 2
    height = BARRIER
    if gate:
        height = BARRIER - gate * np.exp(-(y - GATE_Y) ** 2 / (2 * WIDTH ** 2))
    value = 0.5 * STIFF_Y * y ** 2 + profile * height
    if trap:
        r2 = (s + WELL_S) ** 2 + y ** 2
        value = value - trap * np.exp(-r2 / (2 * WIDTH ** 2))
    return value


# Trapezoidal grids; the reactant region ends at s = 0.
s_axis = np.linspace(-2.2, 0.0, 221)
y_axis = np.linspace(-6.0, 6.0, 1201)
ds, dy = s_axis[1] - s_axis[0], y_axis[1] - y_axis[0]
s_weight = np.ones_like(s_axis)
s_weight[[0, -1]] = 0.5
S, Y = np.meshgrid(s_axis, y_axis, indexing="ij")
V_REACTANT = {m: potential(S, Y, *p) for m, p in MODELS.items()}
V_SURFACE = {m: potential(0.0, y_axis, *p) for m, p in MODELS.items()}
IN_TRAP = (S + WELL_S) ** 2 + Y ** 2 < (3 * WIDTH) ** 2
IN_GATE = np.abs(y_axis - GATE_Y) < 3 * WIDTH


def reactant_integral(model, beta):
    boltzmann = np.exp(-beta * V_REACTANT[model])
    return (s_weight @ boltzmann).sum() * ds * dy


def log_rate(model, beta):
    """ln of the transition-state rate constant in 1/fs."""
    mean_flux_speed = np.sqrt(SPEED2 / (2 * np.pi * MASS * beta))
    surface = np.exp(-beta * V_SURFACE[model]).sum() * dy
    return np.log(mean_flux_speed * surface / reactant_integral(model, beta))


def group_statistics(weight, energy, inside):
    """Mean, variance, share of the inside group, between-group variance."""
    prob = weight / weight.sum()
    mean = (prob * energy).sum()
    variance = (prob * (energy - mean) ** 2).sum()
    share = prob[inside].sum()
    mean_in = (prob * energy)[inside].sum() / share
    mean_out = (prob * energy)[~inside].sum() / (1 - share)
    between = share * (1 - share) * (mean_in - mean_out) ** 2
    return mean, variance, share, between


def ensemble(model, temperature):
    """Energy statistics of reacting systems and of all reactants."""
    kt = KB * temperature
    surf = group_statistics(np.exp(-V_SURFACE[model] / kt),
                            V_SURFACE[model], IN_GATE)
    reac = group_statistics(np.exp(-V_REACTANT[model] / kt)
                            * s_weight[:, None], V_REACTANT[model], IN_TRAP)
    return {"react": surf[0] + 1.5 * kt, "all": reac[0] + kt,
            "var_react": surf[1] + 1.5 * kt ** 2,
            "var_all": reac[1] + kt ** 2,
            "gate_share": surf[2], "gate_between": surf[3],
            "trap_share": reac[2], "trap_between": reac[3]}


def slope_and_curvature(function, beta, relative_step):
    h = relative_step * beta
    low, mid, high = function(beta - h), function(beta), function(beta + h)
    return -(high - low) / (2 * h), (high - 2 * mid + low) / h ** 2


print(f"mass {MASS:.0f} u; valley at s = {-WELL_S:.1f} angstrom")
print(f"transverse stiffness K = {STIFF_Y:.2f} eV/angstrom^2")
print(f"W0 = {BARRIER:.2f} eV; narrow width b = {WIDTH:.2f} angstrom")
print(f"gate depth G = {MODELS['gate'][0]:.2f} eV"
      f" at y0 = {GATE_Y:.1f} angstrom")
print(f"trap depth D = {MODELS['trap'][1]:.2f} eV")
y_near = np.linspace(GATE_Y - WIDTH, GATE_Y + WIDTH, 4001)
low_gate = potential(0.0, y_near, *MODELS["gate"]).min()
high_gate = potential(0.0, 0.0, *MODELS["gate"])
trap_barrier = (V_SURFACE["trap"].min() - V_REACTANT["trap"].min())
print(f"gate model: narrow gate height {low_gate:.4f} eV")
print(f"gate model: broad gate height {high_gate:.4f} eV")
print(f"trap model: barrier from trap bottom {trap_barrier:.4f} eV")

# Slopes and curvatures of ln k against energy means and variances.
print("share = part of reacting flux in narrow gate (gate model)")
print("        or part of reactants in trap (trap model)")
print("model  T/K  k/s^-1   Ereact/eV Eall/eV  Ea/eV  curv/eV^2 share")
results = {}
for model in MODELS:
    for temperature in TEMPERATURES:
        beta = 1 / (KB * temperature)
        e = ensemble(model, temperature)
        e["Ea"] = e["react"] - e["all"]
        e["curv"] = e["var_react"] - e["var_all"]
        slope, curvature = slope_and_curvature(
            lambda b: log_rate(model, b), beta, 3e-3)
        assert abs(slope - e["Ea"]) < 1e-5
        assert abs(curvature - e["curv"]) < 1e-5
        results[model, temperature] = e
        rate = np.exp(log_rate(model, beta)) * 1e15
        share = "" if model == "plain" else f"{e[model + '_share']:.3f}"
        print(f"{model:5s} {temperature:5.0f} {rate:.3e} {e['react']:8.4f}"
              f" {e['all']:8.4f} {e['Ea']:8.4f} {e['curv']:9.5f}  {share}")

# Nearly harmonic limit: activation energy equals the barrier height.
assert abs(results["plain", 300.0]["Ea"] - BARRIER) < 1e-3

# Cause of the bend: compare with the control that lacks the feature.
plain = results["plain", T_MID]
gate = results["gate", T_MID]
trap = results["trap", T_MID]
assert gate["curv"] > 0 > trap["curv"]
assert abs(plain["curv"]) < 0.2 * min(gate["curv"], -trap["curv"])
assert gate["gate_between"] > 0.5 * gate["curv"]
assert trap["trap_between"] > 0.5 * -trap["curv"]
print(f"at {T_MID:.0f} K, kB*T = {KB * T_MID:.5f} eV")
for name, e in (("gate", gate), ("trap", trap)):
    print(f"{name}: Var_react {e['var_react']:.5f},"
          f" Var_all {e['var_all']:.5f} eV^2")
    print(f"{name}: between-group variance {e[name + '_between']:.5f} eV^2")
    up, down = ensemble(name, T_MID + 1), ensemble(name, T_MID - 1)
    numeric = ((up["react"] - up["all"]) - (down["react"] - down["all"])) / 2
    drift = e["curv"] / (KB * T_MID ** 2)
    assert abs(numeric - drift) < 1e-3 * abs(drift)
    print(f"{name}: dEa/dT = {drift:.3e} eV/K")
    to_kj = constants.e * constants.N_A / 1000
    print(f"{name}: Ea = {e['Ea'] * to_kj:.2f} kJ/mol")

# Trajectories from thermal reactants in a strip next to the surface.
# Reactants farther away cannot reach s = 0 within the short run.
rng = np.random.default_rng(7)
count, strip, time_step, steps = 600000, 0.20, 1.0, 10
kt = KB * T_MID
params = MODELS["gate"]
y_fine = np.linspace(-6.0, 6.0, 12001)
density = np.exp(-potential(0.0, y_fine, *params) / kt)
pieces = 0.5 * (density[1:] + density[:-1]) * (y_fine[1] - y_fine[0])
cumulative = np.concatenate(([0.0], np.cumsum(pieces)))
y = np.interp(rng.random(count) * cumulative[-1], cumulative, y_fine)
s = -strip * rng.random(count)
thermal_speed = np.sqrt(kt * SPEED2 / MASS)
vs, vy = thermal_speed * rng.standard_normal((2, count))
start_v = potential(s, y, *params)
energy = start_v + 0.5 * MASS * (vs ** 2 + vy ** 2) / SPEED2
weight = np.exp(-(start_v - potential(0.0, y, *params)) / kt)


def acceleration(s, y):
    d = 1e-4
    grad_s = (potential(s + d, y, *params)
              - potential(s - d, y, *params)) / (2 * d)
    grad_y = (potential(s, y + d, *params)
              - potential(s, y - d, *params)) / (2 * d)
    return -grad_s * SPEED2 / MASS, -grad_y * SPEED2 / MASS


acc_s, acc_y = acceleration(s, y)
for _ in range(steps):
    vs, vy = vs + 0.5 * time_step * acc_s, vy + 0.5 * time_step * acc_y
    s, y = s + time_step * vs, y + time_step * vy
    acc_s, acc_y = acceleration(s, y)
    vs, vy = vs + 0.5 * time_step * acc_s, vy + 0.5 * time_step * acc_y
crossed = s > 0
w, e_cross = weight[crossed], energy[crossed]
traj_mean = np.average(e_cross, weights=w)
traj_var = np.average((e_cross - traj_mean) ** 2, weights=w)
traj_error = np.sqrt(traj_var / crossed.sum())
traj_rate = (strip * cumulative[-1] * w.sum() / count
             / (steps * time_step * reactant_integral("gate", 1 / kt)))
tst_rate = np.exp(log_rate("gate", 1 / kt))
slope, _ = slope_and_curvature(lambda b: log_rate("gate", b), 1 / kt, 3e-3)
# Tolerances are about five statistical standard errors.
assert abs(traj_rate / tst_rate - 1) < 0.03
assert abs(traj_mean - gate["all"] - slope) < 5 * traj_error
assert abs(traj_var / gate["var_react"] - 1) < 0.06
print(f"trajectories, gate model, {T_MID:.0f} K, {steps * time_step:.0f} fs:")
print(f"started {count}, crossed {crossed.sum()}")
print(f"rate from counting {traj_rate * 1e15:.3e} s^-1")
print(f"mean energy of crossers {traj_mean:.4f} +- {traj_error:.4f} eV")
print(f"crossers minus all reactants {traj_mean - gate['all']:.4f} eV")
print(f"Ea from slope of ln k {slope:.4f} eV")

# Gas collisions: reaction if E (1 - u) > threshold, u = (b/d)^2,
# E = relative energy, b = impact parameter, d = contact distance.
threshold = 0.50


def collision_moment(beta, power):
    """Flux-weighted integral of (beta E)^power, exp(-beta E0) removed."""
    x0 = beta * threshold
    return dblquad(lambda x, u: x ** (power + 1) * np.exp(x0 - x), 0.0, 1.0,
                   lambda u: x0 / (1 - u), lambda u: np.inf)[0]


def log_collision_rate(beta):
    """ln k up to a constant that does not depend on temperature."""
    return (-0.5 * np.log(beta) - beta * threshold
            + np.log(collision_moment(beta, 0)))


beta = 1 / kt
norm = collision_moment(beta, 0)
pair_react = kt * collision_moment(beta, 1) / norm
pair_var = kt ** 2 * collision_moment(beta, 2) / norm - pair_react ** 2
maxwell = [quad(lambda x: x ** (n + 0.5) * np.exp(-x), 0, np.inf)[0]
           for n in range(3)]
pair_all = kt * maxwell[1] / maxwell[0]
pair_all_var = kt ** 2 * maxwell[2] / maxwell[0] - pair_all ** 2
pair_slope, pair_curv = slope_and_curvature(log_collision_rate, beta, 2e-2)
assert abs(pair_react - (threshold + 2 * kt)) < 1e-5
assert abs(pair_var - 2 * kt ** 2) < 1e-5
assert abs(pair_all_var - 1.5 * kt ** 2) < 1e-6
assert abs(pair_slope - (pair_react - pair_all)) < 5e-5
assert abs(pair_slope - (threshold + 0.5 * kt)) < 5e-5
assert abs(pair_curv - (pair_var - pair_all_var)) < 5e-5
print(f"collisions, {T_MID:.0f} K: threshold E0 = {threshold:.2f} eV")
print(f"mean relative energy, reacting pairs {pair_react:.4f} eV")
print(f"mean relative energy, all pairs {pair_all:.4f} eV")
print(f"Ea from slope of ln k {pair_slope:.4f} eV")
print(f"variance difference {pair_var - pair_all_var:.5f} eV^2")
print("PASS")
```

Output:

```
mass 100 u; valley at s = -1.0 angstrom
transverse stiffness K = 0.20 eV/angstrom^2
W0 = 0.60 eV; narrow width b = 0.08 angstrom
gate depth G = 0.40 eV at y0 = 1.5 angstrom
trap depth D = 0.30 eV
gate model: narrow gate height 0.4243 eV
gate model: broad gate height 0.6000 eV
trap model: barrier from trap bottom 0.9000 eV
share = part of reacting flux in narrow gate (gate model)
        or part of reactants in trap (trap model)
model  T/K  k/s^-1   Ereact/eV Eall/eV  Ea/eV  curv/eV^2 share
plain   300 2.828e+02   0.6517   0.0519   0.5998  -0.00001  
plain   600 3.070e+07   0.7034   0.1045   0.5990  -0.00013  
plain   900 1.453e+09   0.7551   0.1579   0.5972  -0.00055  
plain  1200 9.922e+09   0.8068   0.2125   0.5943  -0.00137  
plain  1500 3.122e+10   0.8585   0.2677   0.5908  -0.00229  
gate    300 1.501e+04   0.4801   0.0519   0.4281   0.00060  0.981
gate    600 8.577e+07   0.5926   0.1047   0.4879   0.00679  0.645
gate    900 2.302e+09   0.6905   0.1588   0.5317   0.00586  0.383
gate   1200 1.312e+10   0.7607   0.2140   0.5468   0.00327  0.274
gate   1500 3.796e+10   0.8206   0.2694   0.5512   0.00128  0.221
trap    300 1.197e-01   0.6517  -0.2455   0.8972  -0.00020  1.000
trap    600 3.479e+06   0.7034  -0.1556   0.8590  -0.00850  0.922
trap    900 6.764e+08   0.7551  -0.0064   0.7615  -0.02105  0.645
trap   1200 7.043e+09   0.8068   0.1142   0.6926  -0.02054  0.426
trap   1500 2.591e+10   0.8585   0.2032   0.6554  -0.01781  0.302
at 900 K, kB*T = 0.07756 eV
gate: Var_react 0.01859, Var_all 0.01273 eV^2
gate: between-group variance 0.00608 eV^2
gate: dEa/dT = 8.396e-05 eV/K
gate: Ea = 51.30 kJ/mol
trap: Var_react 0.01203, Var_all 0.03308 eV^2
trap: between-group variance 0.01817 eV^2
trap: dEa/dT = -3.015e-04 eV/K
trap: Ea = 73.47 kJ/mol
trajectories, gate model, 900 K, 10 fs:
started 600000, crossed 32577
rate from counting 2.304e+09 s^-1
mean energy of crossers 0.6895 +- 0.0008 eV
crossers minus all reactants 0.5307 eV
Ea from slope of ln k 0.5317 eV
collisions, 900 K: threshold E0 = 0.50 eV
mean relative energy, reacting pairs 0.6551 eV
mean relative energy, all pairs 0.1163 eV
Ea from slope of ln k 0.5388 eV
variance difference 0.00301 eV^2
PASS
```
